# Oxygen-pressure law for barrier-limited conductance in n-type oxide grains

## 1. A grain that has no electrons left to give

Take a slab-shaped n-type oxide grain of width 30 nm with $N_d=10^{18}\ \mathrm{cm^{-3}}$ ionized donors. Oxygen from the gas settles on both faces and takes up electrons, forming O⁻. If the grain is almost emptied of electrons, neutrality fixes the number of ions per area of each face:

$$N_s=\frac{N_dD}{2}=\frac{10^{18}\times 30\times10^{-7}}{2}\ \mathrm{cm^{-2}}=1.5\times10^{12}\ \mathrm{cm^{-2}} .$$

The adsorption reaction is

$$\tfrac12\,\mathrm{O_2}+e^-+\text{empty site}\rightleftharpoons \mathrm{O^-} .$$

Let $S$ be the number of sites per area, $\theta=N_s/S$ the coverage, $n_s$ the electron density at the face and $p$ the oxygen pressure. The law of mass action, derived in part 2, reads

$$\frac{\theta}{1-\theta}=K(T)\,p^{1/2}n_s. \tag{1}$$

The donors hold the left side fixed, so $n_s\propto p^{-1/2}$. The half comes from splitting the molecule. Solving Poisson's equation and (1) numerically for this grain, with the other parameters of part 7, gives an exponent of $-0.49998$ for $n_s$.

A large grain differs in one respect. It has a neutral interior that can supply more electrons, so $N_s$ is free to grow with pressure. The power $-\tfrac12$ survives to the extent that something else holds $N_s$ nearly constant. That something is the electrostatic barrier, and it must not be a shortage of sites. The conductance of large grains, limited by the barrier where two of them touch, is the subject of what follows.

**Assumptions.** The temperature is fixed. Donors are fully ionized and do not exchange with the gas. Adsorbed oxygen is O⁻ until part 6. Electrons obey Boltzmann statistics. Two equally charged plane faces meet at the contact, each carrying its own $N_s$, and the gas reaches them. Energies are electron energies, positive upwards. The barrier is $eV_s$, and $v=eV_s/kT$.

## 2. Adsorption equilibrium with a charged surface

**The gas.** For $N$ molecules in volume $\Omega$ the partition function is $Z=(z\Omega)^N/N!$, where $z$ depends on temperature alone. Hence

$$\mu_{\mathrm{O_2}}=-kT\frac{\partial\ln Z}{\partial N}=kT\ln\frac{N}{z\Omega}=kT\ln p+\text{a function of }T,$$

because $N/\Omega=p/kT$. Equilibrium between a molecule and two atoms requires $\mu_{\mathrm{O}}=\tfrac12\mu_{\mathrm{O_2}}$, so each atom brings $\tfrac12kT\ln p$.

**The field energy.** Suppose first that a layer of width $w$ is completely empty of electrons and the rest is neutral. Then $N_s=N_dw$. At distance $x$ from the face the field magnitude is $\mathcal E=eN_d(w-x)/\varepsilon$, and the energy per area is

$$U=\int_0^w\frac{\varepsilon\mathcal E^2}{2}\,dx=\frac{e^2N_d^2w^3}{6\varepsilon}=\frac{e^2N_s^3}{6\varepsilon N_d}.$$

The barrier is the integral of the field,

$$eV_s=e\int_0^w\mathcal E\,dx=\frac{e^2N_dw^2}{2\varepsilon}=\frac{e^2N_s^2}{2\varepsilon N_d}.$$

Thus $U=\tfrac13N_seV_s$, while $dU/dN_s=eV_s$. The stored energy per ion is a third of the barrier, but the next ion costs the full barrier. Equilibrium is governed by the next ion.

**The minimum.** Let $b$ be the free energy gained per ion when the bands are flat, apart from site mixing. It contains $\tfrac12kT\ln p$ from the gas and $kT\ln N_d$ from the electron's chemical potential in the interior. The remainder depends on temperature alone, so we may write $b=kT\ln(Kp^{1/2}N_d)$, which defines $K$. Per area, the free energy is

$$\mathcal F=-bN_s+U+kT\left[N_s\ln\frac{N_s}{S}+(S-N_s)\ln\left(1-\frac{N_s}{S}\right)\right].$$

In the derivative of the bracket the two constants $+1$ and $-1$ cancel, leaving

$$0=\frac{d\mathcal F}{dN_s}=-b+eV_s+kT\ln\frac{\theta}{1-\theta}.$$

Therefore

$$\frac{\theta}{1-\theta}=Kp^{1/2}N_de^{-v}=Kp^{1/2}n_s,\qquad n_s=N_de^{-v},$$

which is (1). The result does not depend on the empty-layer approximation. For any profile, carrying one more electron reversibly from the neutral interior to the face costs $eV_s$. A grain with no neutral interior, such as that of part 1, obeys (1) too. The electron's electrochemical potential is the same everywhere and can be taken at the face, where it is the local band-edge energy plus $kT\ln n_s$ and a function of $T$. The energy of the ion moves with the same band edge, so the band-edge energy cancels and only $n_s$ remains.

## 3. Charge and barrier in a large grain

Now let the mobile electrons back into the layer. Let $u(x)$ be the local rise of the band edge in units of $kT$, with $u=v$ at the face and $u\to0$ inside. The charge density is $eN_d(1-e^{-u})$. The electrostatic potential is $-kTu/e$, and Poisson's equation becomes

$$\frac{d^2u}{dx^2}=\frac{1-e^{-u}}{L_D^2},\qquad L_D^2=\frac{\varepsilon kT}{e^2N_d}.$$

Multiply by $du/dx$ and integrate from the interior, where $u$ and its slope vanish:

$$\frac12\left(\frac{du}{dx}\right)^2=\frac{u-1+e^{-u}}{L_D^2}.$$

This is where the large grain enters: its centre must be neutral. Gauss's law at the face gives $eN_s=\varepsilon\mathcal E_s$, with $\mathcal E_s=(kT/e)|du/dx|$ evaluated there. Since $\varepsilon kT/e^2=N_dL_D^2$,

$$N_s=N_dL_D\sqrt{2(v-1+e^{-v})}. \tag{2}$$

For $e^{-v}\ll1$, squaring and solving for $v$ gives

$$eV_s\simeq\frac{e^2N_s^2}{2\varepsilon N_d}+kT .$$

The barrier grows as the square of the charge. When $v$ is large, a change of $v$ by one or two units alters $n_s$ by a large factor but $N_s$ by a small fraction. This is the electrostatic origin of the nearly constant coverage.

## 4. Conductance of the contact

Electrons cross the barrier if their kinetic energy along the normal exceeds $eV_s$. With $c_x$ the normal velocity, the flux from one grain is

$$N_d\sqrt{\frac{m}{2\pi kT}}\int_{\sqrt{2eV_s/m}}^{\infty}c_x e^{-mc_x^2/2kT}dc_x
=N_dv_Re^{-v},\qquad v_R=\sqrt{\frac{kT}{2\pi m}}.$$

The integral equals $(kT/m)e^{-v}$, which combines with the square root to give $v_R$.

Apply a small voltage $U_b$ with the adsorbed charge held fixed. Let a fraction $a$ of it lower the barrier seen from one side and the rest raise the barrier seen from the other. The current density is

$$J=en_sv_R\left[e^{aeU_b/kT}-e^{-(1-a)eU_b/kT}\right]\simeq en_sv_R\frac{eU_b}{kT}.$$

The fraction $a$ drops out to first order, and the conductance per contact area is

$$G=\frac{e^2v_R}{kT}\,n_s. \tag{3}$$

The prefactor contains no pressure. In this emission model, the pressure exponent of $G$ is that of $n_s$.

## 5. The exponent

Take the logarithm of (1) with $n_s=N_de^{-v}$:

$$\ln\theta-\ln(1-\theta)=\ln(KN_d)+\tfrac12\ln p-v .$$

Differentiate. On the left,

$$d\ln\theta+\frac{d\theta}{1-\theta}=d\ln\theta\left(1+\frac{\theta}{1-\theta}\right)=\frac{d\ln\theta}{1-\theta}.$$

Since $S$ is fixed, $d\ln\theta=d\ln N_s$, and (2) gives

$$d\ln N_s=g\,dv,\qquad g=\frac{1-e^{-v}}{2(v-1+e^{-v})}.$$

Hence

$$\frac{g}{1-\theta}\,dv=\tfrac12\,d\ln p-dv
\quad\Longrightarrow\quad
\frac{dv}{d\ln p}=\frac{1/2}{1+g/(1-\theta)} .$$

Because $d\ln G=d\ln n_s=-dv$,

$$\boxed{\frac{d\ln G}{d\ln p}=-\frac12\,\frac{1}{1+g/(1-\theta)}} \tag{4}$$

The law $G\propto p^{-1/2}$ is the limit $g/(1-\theta)\ll1$. For a high barrier $g\simeq1/[2(v-1)]$, so the condition is

$$2(v-1)(1-\theta)\gg1 .$$

It asks for a barrier of many $kT$ and for sites that are not nearly full. At finite barrier the dependence is weaker than $-\tfrac12$: part of the effect of added oxygen goes into raising the coverage. The approach to the limit is slow, as $1/v$. If $K$ is raised until $v=39.16$, with the other parameters of part 7 unchanged, the exponent is $-0.4935$. That barrier, about 1.9 eV, serves to show the limit and is not proposed for a device.

## 6. Two ways to lose the half power

**Full sites.** As $\theta\to1$ the coverage is also constant, but (4) tends to zero. Take $S=2.0\times10^{12}\ \mathrm{cm^{-2}}$ and a $K$ one thousand times that of part 7, keeping the pressure at 150 Torr and the grain parameters the same. Then $\theta=0.99769$ and the exponent is $-0.0137$. Extra pressure is balanced in (1) by a small relative change of $\theta$ that makes a large relative change of the few empty sites. The electron density hardly has to move.

Constant coverage by itself is therefore not a sufficient condition. In the small grain of part 1 the donors fix $N_s$, the ratio $\theta/(1-\theta)$ cannot respond, and $n_s$ must. When the sites fix $N_s$, this ratio is free to grow without limit.

**Neutral oxygen.** Let a fraction $\theta_0$ of sites hold neutral O and a fraction $\theta_v$ be empty. Neutral adsorption needs no electron, so $r=\theta_0/\theta_v=K_0p^{1/2}$. The O⁻ law is $\theta=Kp^{1/2}n_s\theta_v$, and the site count gives $1-\theta=\theta_v(1+r)$. Eliminating $\theta_v$,

$$\ln\frac{\theta}{1-\theta}+\ln(1+r)=\ln(KN_d)+\tfrac12\ln p-v .$$

The new term has the derivative $\tfrac12r/(1+r)$ with respect to $\ln p$. Moving it to the right leaves

$$\frac12-\frac12\,\frac{r}{1+r}=\frac12\,\frac{1}{1+r},$$

so (4) is multiplied by $1/(1+r)=\theta_v/(\theta_v+\theta_0)$. With as many neutral atoms as empty sites, and the other parameters of part 7, the exponent is $-0.2386$. What matters is neutral oxygen compared with empty sites, not compared with O⁻.

## 7. A tin dioxide film at 573 K

The parameters are rough values for a porous sensor film, except that the grain is deliberately large: $N_d=10^{18}\ \mathrm{cm^{-3}}$, relative permittivity 12, mass $0.30\,m_e$, grain width 300 nm and $S=10^{15}\ \mathrm{cm^{-2}}$. At 573 K, $kT=49.38$ meV, $L_D=5.72$ nm and $v_R=6.79\times10^6$ cm/s. The constant $K$ is set by choosing a barrier of 0.60 eV at 150 Torr of oxygen, close to its partial pressure in air. The barrier is thus an input at that pressure and a result at the others.

At 150 Torr, $v=600/49.38=12.15$. Equation (2) gives

$$N_s=10^{18}\times5.72\times10^{-7}\times\sqrt{2\times11.15}\ \mathrm{cm^{-2}}=2.70\times10^{12}\ \mathrm{cm^{-2}},$$

or $\theta=0.0027$. With $n_s=5.281\times10^{12}\ \mathrm{cm^{-3}}$, equation (1) gives

$$K=\frac{0.0027024/0.9973}{\sqrt{150}\times5.281\times10^{12}}=4.19\times10^{-17}\ \mathrm{cm^3\,Torr^{-1/2}} .$$

Writing one factor $kT/e$ as 0.04938 V in (3),

$$G=\frac{1.602\times10^{-19}\times5.281\times10^{12}\times6.788\times10^6}{0.04938}\ \mathrm{S/cm^2}=116\ \mathrm{S/cm^2}.$$

Holding $K$ and all grain parameters fixed, the equations give:

| $p$ (Torr) | $eV_s$ (eV) | $N_s$ ($10^{12}$ cm⁻²) | $G$ (S/cm²) | exponent |
|---|---|---|---|---|
| 1.5 | 0.492 | 2.42 | 1042 | −0.474 |
| 15 | 0.546 | 2.57 | 349 | −0.476 |
| 150 | 0.600 | 2.70 | 116 | −0.478 |

The conductance falls by a factor 8.96 over two decades of pressure, where the ideal law gives 10. The mean exponent is $-0.476$. The shortfall can be read from (1): $\theta$ is small, so $n_s\propto N_s/p^{1/2}$. The ions increase by a factor 1.116, and $10/1.116=8.96$. "Nearly constant coverage" here means a rise of 12% while the electron density at the barrier top changes ninefold.

At 150 Torr, $g=0.0448$ and (4) gives

$$-\frac{0.5}{1+0.0448/0.9973}=-0.4785 .$$

As an independent test, Poisson's equation was integrated from the centre to the face of the 300 nm grain, the central potential was adjusted until (1) held, and the barrier was differentiated numerically in pressure. The exponent was again $-0.4785$. The same calculation gave $d\ln N_s/d\ln p=0.0215$, which equals $g\times0.4785$. The remaining values are in the numerical output below.

## 8. What the model leaves out

**Tunnelling.** Electrons with energy $E$ below the top can pass through the two joined depletion layers. The barrier on each side is $eV_s(1-x/w)^2$. In the WKB approximation the transmission is $e^{-A}$, with

$$A=\frac4\hbar\int_0^{x_t}\sqrt{2m\left[eV_s(1-x/w)^2-E\right]}\,dx,$$

where $x_t$ is the turning point; the factor 4 contains the two sides. Put $y=1-x/w$ and $\eta=E/eV_s$. From $w=\sqrt{2\varepsilon eV_s/(e^2N_d)}$ one finds

$$w\sqrt{2meV_s}=\frac{\hbar eV_s}{E_{00}},\qquad E_{00}=\frac{e\hbar}{2}\sqrt{\frac{N_d}{m\varepsilon}},$$

and therefore

$$A=\frac{4eV_s}{E_{00}}\int_{\sqrt\eta}^1\sqrt{y^2-\eta}\,dy .$$

Near the top let $\delta=1-\eta\ll1$. With $y=1-s$, the integrand is approximately $\sqrt{\delta-2s}$ for $0<s<\delta/2$, and the integral is $\delta^{3/2}/3$. At a fixed energy $eV_s-E$ below the top, $\delta\propto1/V_s$, so $A\propto V_s^{-1/2}$. A higher barrier is slightly more transparent near its top.

Here $E_{00}=9.8$ meV, well below $kT$. Summing the transmission over the thermal distribution still multiplies $G$ by 1.9 in the WKB form. That form is poor close to the top, where a cusp-shaped barrier transmits only about three quarters of the electrons; solving the Schrödinger equation numerically on the profile of part 3 gives 1.7. Since this factor depends weakly on $V_s$, the exponent changes only from $-0.478$ to $-0.468$.

**Drift in the depletion layers.** Emission theory neglects scattering on the way to the top. Near the face $u\simeq v-e\mathcal E_sx/kT$, so the drift resistance of one layer is

$$\int_0^\infty\frac{dx}{e\mu n_s e^{e\mathcal E_sx/kT}}=\frac{kT}{e^2\mu n_s\mathcal E_s}.$$

Two layers, compared with the emission resistance $1/G$, give the ratio $2v_R/(\mu\mathcal E_s)$. For a rough mobility of 50 cm²/Vs and the surface field of 0.408 MV/cm this is

$$\frac{2\times6.79\times10^6}{50\times4.08\times10^5}=0.67 .$$

Integration over the whole profile gives 0.70. Added in series, drift would lower $G$ by a factor 1.7. Its resistance contains $\mathcal E_s\propto N_s$ in the denominator, so it rises less steeply with pressure than the emission part. With the grain interior included, the exponent becomes $-0.468$. The interior itself adds $4\times10^{-4}$ of the emission resistance, so these contacts are indeed limited by the barrier.

The drift figures are rough estimates. With the relaxation time $\mu m/e$, the assumed mobility corresponds to a mean free path of about 2.3 nm. The barrier falls by $kT$ within $kT/(e\mathcal E_s)=1.2$ nm of its top. A mobility law requires the mean free path to be much the shorter of the two, so it is outside its range there, and the series sum overstates the loss. Following the electrons with the same relaxation time and thermalizing collisions lowers $G$ by about 1.4 instead of 1.7 and gives an exponent near $-0.470$.

Tunnelling and drift were sized separately. In these estimates each moves the exponent by about 0.01 towards zero. Their combined effect was not calculated.

**Smaller corrections.**

- Degeneracy shifts the Fermi level by 1.6 meV, about 3% of $kT$.
- Replacing the mass by $0.23\,m_e$, a rough value for another crystal direction, multiplies $G$ by $\sqrt{0.30/0.23}=1.14$ at fixed barrier. It does not enter (4).
- For an O⁻ level assumed to lie 1.0 eV below the surface band edge, and equal statistical weights of O and O⁻, Boltzmann statistics give the ratio of neutral oxygen to O⁻ as $(N_c/n_s)\,e^{-1.0\,\mathrm{eV}/kT}$, where $N_c$ is the effective density of states of the band. Here it is $3.3\times10^{-3}$. This is about $9\times10^{-6}$ of all sites, and since almost all sites are empty, $r$ is about the same. The figure depends exponentially on the assumed depth: at the same barrier a level 0.5 eV deep would give $r\approx0.2$ and an exponent near $-0.39$, which is no longer a small correction.

**Discrete ions.** The contact plane holds $2N_s$ ions per area, with mean spacing $1/\sqrt{2N_s}=4.3$ nm. The Coulomb energy at that distance is 28 meV, more than half of $kT$. The barrier is therefore not uniform along the contact, and current favours its low places. This can change the size of $G$ noticeably, and much more if the ions sit at random than if they are evenly spaced. A pattern of barrier differences independent of pressure would multiply $G$ by a constant and leave the exponent alone. Whether the real pattern is close to this is not settled by the slow change of $N_s$, because the current depends exponentially on the barrier differences. The resulting shift of the exponent was not calculated, and it could exceed those from tunnelling and drift. The donors are discrete as well. They lie about 10 nm apart, more than $L_D$ and about a third of the depletion width, so the uniform charge behind (2) is an average. Randomly placed donors would scatter the barrier by about $kT$ unless the adsorbed ions rearrange to screen them.

## 9. Beside real sensor films

A temperature near 573 K and oxygen pressures up to that of air belong to the working range of tin dioxide sensors. The 300 nm grain is large for such films, many of which have grains of some tens of nanometres. It was chosen to exceed twice the 28 nm depletion width by a good margin. In grains narrower than about twice that width the layers overlap, and the large-grain barrier relation (2) must be replaced by a solution for the finite grain.

The exponent depends strongly on the assumption that O⁻ is the only charged species. At fixed coverage, far from full sites, molecular O₂⁻ obeys $\theta\propto p\,n_s$ and would give the power $-1$. Doubly charged O²⁻ obeys $\theta\propto p^{1/2}n_s^2$ and would give $-\tfrac14$. These shifts are far larger than those calculated for tunnelling and drift in part 8. Water vapour, which competes for sites and supplies other surface charge, is also outside the model. So is slow adsorption that has not reached equilibrium when the conductance is read. The donors were taken as fixed; where they are oxygen vacancies, as is commonly assumed for undoped tin dioxide, they may move in the surface field or exchange with the gas, and (2) and (4) then need not hold. A measured exponent near $-\tfrac12$ is thus consistent with O⁻ but does not prove it, since a mixture of species can give an intermediate value.

## Numbers as computed

```
Temperature: 573 K; kT: 49.38 meV
Donor density: 1.0e+18 cm^-3
Relative permittivity: 12; mass: 0.30 m_e
Grain width: 300 nm; sites: 1.0e+15 cm^-2
Mobility: 50 cm2/Vs
Debye length: 5.72 nm
Depletion width at reference: 28.2 nm
Emission velocity vR: 6.788e+06 cm/s
Reference: 0.60 eV at 150 Torr; v = 12.151
Adsorption constant K: 4.189e-17 cm^3 Torr^-1/2
p = 1.5 Torr: barrier 0.4917 eV, Ns 2.4222e+12 cm^-2, coverage 0.00242
   ns 4.732e+13 cm^-3, G 1042.28 S/cm2, local exponent -0.4735
p = 15.0 Torr: barrier 0.5457 eV, Ns 2.5658e+12 cm^-2, coverage 0.00257
   ns 1.585e+13 cm^-3, G 349.19 S/cm2, local exponent -0.4763
p = 150.0 Torr: barrier 0.6000 eV, Ns 2.7024e+12 cm^-2, coverage 0.00270
   ns 5.281e+12 cm^-3, G 116.32 S/cm2, local exponent -0.4785
G(1.5 Torr)/G(150 Torr): 8.961; ideal: 10.0
Mean exponent over the range: -0.4762
Ns(150 Torr)/Ns(1.5 Torr): 1.1157
g at reference: 0.04484
Exponent at reference, formula: -0.478488
Exponent at reference, finite-grain solution: -0.478488
Coverage exponent dlnNs/dlnp: 0.02145
High barrier, v = 39.16: exponent -0.4935
Saturated case: sites 2.0e+12 cm^-2, K x 1000
   coverage 0.99769, exponent -0.0137
Neutral O equal to empty sites: exponent -0.2386
Small grain 30 nm: Ns 1.500e+12 cm^-2, ns exponent -0.49998
Tunnelling energy E00: 9.79 meV
Tunnelling: G factor 1.942, exponent -0.4682
Drift/emission resistance: 0.702
Grain-interior/emission resistance: 4.36e-04
Exponent with drift and interior: -0.4685
Degeneracy shift of Fermi level: 1.60 meV
Surface field: 0.408 MV/cm
O-minus level depth assumed: 1.0 eV
Neutral O/O-minus: 3.30e-03; neutral coverage: 8.92e-06
Ion spacing at contact: 4.30 nm; Coulomb energy there: 27.9 meV
G factor if mass is 0.23 m_e: 1.142
```
